# Why Evaporative Self-Cooling Limits Precursor Delivery

## The decision: which temperature sets the vapour pressure?

To size the valve of a vapour-draw source, one multiplies the valve conductance by the precursor's vapour pressure. The decision is which temperature to use for that pressure: that of the heated base or that of the colder evaporating surface. In the water source treated below, a valve of 2 sccm/Torr above a base at 300 K, where the vapour pressure is 25 Torr, would pass 50 sccm if the surface were as warm as the base. With self-cooling it passes 29.9 sccm.

The statement that delivery falls at high evaporation rates needs care. With base temperature and heat path fixed, opening the valve further does not lower the steady flow in this model. The flow rises, but less than in proportion. What falls is the source pressure, the flow per unit of valve conductance, and the fraction of the isothermal flow that is delivered. At a fixed valve opening, the flow also falls with time after the valve is opened.

## The two relations that fix the surface temperature

Consider a wet porous layer fed from below. Its lower face is held at $T_b$ and its upper face evaporates at $T_s$. Pure vapour leaves through a valve at molar flow $N$, counted positive outward. Three assumptions enter first:

- Heat reaches the surface only by conduction through the layer, with conductance $G=kA/d$ for conductivity $k$, area $A$ and thickness $d$.
- The surface is in equilibrium with its vapour.
- The valve is choked, which requires a downstream pressure below roughly half the source pressure. Its flow is then $N=C\,p(T_s)$, with $C$ taken as constant. This is an idealization: the orifice for the 4 sccm/Torr example below is about 0.5 mm wide and runs at a Reynolds number near 150, where the discharge coefficient, and hence $C$, still depends on pressure.

In the steady state the surface stores no energy. Conduction brings in $G(T_b-T_s)$ and the arriving liquid brings $Nh_l(T_s)$, while the vapour carries away $Nh_v(T_s)$. Hence

$$G(T_b-T_s)=N\,[h_v(T_s)-h_l(T_s)]=LN, \tag{1}$$

where $L$ is the molar enthalpy of vaporization. The linear temperature profile implied by $G$ neglects the sensible heat carried by the rising liquid, which is sized later.

The second relation is the vapour-pressure curve. The Clapeyron equation is $dp/dT=L/(T\,\Delta v)$. For an ideal vapour much less dense than the liquid, $\Delta v\approx RT/p$, so

$$\frac{d\ln p}{dT}=\frac{L}{RT^2}.$$

Integrating from $T_b$ to $T_s$ at constant $L$ gives

$$p(T_s)=p(T_b)\exp\left[-\frac{L}{R}\left(\frac1{T_s}-\frac1{T_b}\right)\right]. \tag{2}$$

The exponent is negative because $T_s<T_b$.

## Why the flow rises, but too slowly

Define the heat surplus at the surface,

$$f(T_s)=G(T_b-T_s)-LC\,p(T_s).$$

Both terms decrease as $T_s$ rises, so $f$ decreases. It is negative at $T_s=T_b$ and positive at sufficiently low $T_s$, so there is one steady temperature. If the surface is slightly too warm, $f<0$ and it cools; if slightly too cold, it warms. With the layer's profile following the surface, the balance is therefore stable.

Opening the valve increases $C$ and lowers $f$ at every temperature, which moves the root to a lower $T_s$. Equation (1) then shows that $N=G(T_b-T_s)/L$ must increase: a colder surface draws more heat, and that heat supports more evaporation. The pressure nevertheless falls, so the gain is smaller than the increase in $C$.

To find how much smaller, take the logarithm of $N=Cp(T_s)$ and differentiate:

$$d\ln N=d\ln C+\frac{L}{RT_s^2}\,dT_s.$$

At fixed $G$ and $T_b$, equation (1) gives $dT_s=-(L/G)\,dN=-(LN/G)\,d\ln N$. Substituting and collecting terms,

$$\frac{d\ln N}{d\ln C}=\frac1{1+a},\qquad a=\frac{L^2N}{GRT_s^2}. \tag{3}$$

Since $a>0$, the result lies between zero and one. It follows that $d\ln(N/C)/d\ln C=-a/(1+a)$ is negative. These two signs are the precise content of "delivery falls": $N$ rises while $N/C$, which equals the source pressure, falls.

The steady flow can fall if the heat path deteriorates. Letting $G$ vary at fixed $C$ and $T_b$, equation (1) gives $dT_s=-(LN/G)(d\ln N-d\ln G)$. Since now $d\ln N=(L/RT_s^2)\,dT_s$, we have $d\ln N=-a(d\ln N-d\ln G)$, and therefore

$$\frac{d\ln N}{d\ln G}=\frac{a}{1+a}. \tag{4}$$

Strong cooling thus makes the flow less sensitive to the valve and more sensitive to the heat path.

## One number for the strength of self-cooling

Let $\theta=T_b-T_s$ and let $N_0=Cp(T_b)$ be the isothermal flow. The bracket in equation (2) equals $\theta/(T_bT_s)$. For a drop small compared with $T_b$, replace $T_s$ in this denominator by $T_b$ and define

$$x=\frac{L\theta}{RT_b^2},\qquad N=N_0e^{-x}.$$

Equation (1) gives $\theta=LN/G=LN_0e^{-x}/G$. Inserting this into the definition of $x$,

$$x=\Lambda e^{-x},\qquad \Lambda=\frac{L^2N_0}{GRT_b^2}. \tag{5}$$

Multiplication by $e^x$ gives $xe^x=\Lambda$, which defines the Lambert function, $x=W(\Lambda)$. Since $e^{-x}=x/\Lambda$,

$$\frac N{N_0}=\frac{W(\Lambda)}{\Lambda},\qquad N=\frac{GRT_b^2}{L^2}\,W(\Lambda). \tag{6}$$

The parameter $\Lambda$ compares two temperature drops. The first, $LN_0/G$, would be needed to conduct the heat for the isothermal flow. The second, $RT_b^2/L$, lowers the vapour pressure by a factor $e$ in this approximation. The enthalpy $L$ enters twice: it sets the heat removed per mole and the steepness of the vapour-pressure curve.

For $\Lambda\ll1$, equation (5) gives $x\approx\Lambda$ and $N/N_0\approx1-\Lambda$, so a one per cent loss corresponds to $\Lambda\approx0.01$. Half delivery means $e^{-x}=1/2$, or $x=\ln2$, which requires $\Lambda=2\ln2\approx1.39$.

For large $\Lambda$, write $x+\ln x=\ln\Lambda$. Then $dx/d\ln\Lambda=x/(1+x)$ approaches one, and the flow grows only logarithmically with $C$. This limit is useful only while $\theta\ll T_b$ and the surface remains liquid. The water source treated below would freeze before reaching it.

The leading error of the closed form can be traced. The full exponent is $x/(1-\theta/T_b)\approx x(1+\theta/T_b)$. Let $\delta$ be the resulting change in $\ln N$. Because $x$ is proportional to $N$, it changes by $x\delta$, so

$$\delta=-x\delta-\frac{x\theta}{T_b},\qquad \delta=-\frac{x}{1+x}\frac{\theta}{T_b}. \tag{7}$$

The closed form therefore slightly overestimates the flow.

## How large: a water source

Take water in a fine porous frit, used as an oxidant source for atomic layer deposition. The round parameters are $T_b=300$ K, $p(T_b)=25$ Torr, $L=45$ kJ/mol, $A=12$ cm², $d=10$ mm and wet conductivity $k=1$ W/(m K). Then

$$G=\frac{1\times12\times10^{-4}}{10\times10^{-3}}=0.12\ \text{W/K}.$$

For $C=4$ sccm/Torr, the isothermal flow is $4\times25=100$ sccm, or $7.436\times10^{-5}$ mol/s. It would need 3.35 W, and therefore a drop of $3.35/0.12\approx28$ K. The drop that lowers the pressure by a factor $e$ is $1/0.0601\approx16.6$ K. Their ratio is $\Lambda\approx1.68$, so in steady flow cooling is not a small correction. Short doses are treated separately below.

Equation (6), with $W=0.774$ and a flow scale of 59.6 sccm, gives 46.1 sccm. Solving equations (1) and (2) without the small-drop approximation gives $N=45.3$ sccm, or $3.366\times10^{-5}$ mol/s, and $T_s=287.4$ K. The difference in $\ln N$ is $-0.0189$, against $-0.0187$ from equation (7).

The design calculation is easier in reverse, because no root has to be found. Choose the required flow, obtain $T_s$ from equation (1), read $p(T_s)$ from equation (2), and calculate $C=N/p(T_s)$. For the flow just quoted,

$$\theta=\frac{45000\times3.366\times10^{-5}}{0.12}=12.6\ \text{K},$$

so the surface pressure is 11.3 Torr and $C=45.3/11.3\approx4.0$ sccm/Torr.

At fixed base temperature and heat conductance, changing the valve gives:

| $C$ (sccm/Torr) | $N_0$ (sccm) | $N$ (sccm) | $T_s$ (K) |
|---:|---:|---:|---:|
| 1 | 25 | 18.3 | 294.9 |
| 4 | 100 | 45.3 | 287.4 |
| 16 | 400 | 85.0 | 276.3 |

The sixteenfold increase in conductance raises the flow by a factor of 4.6, while the delivered fraction falls from 0.73 to 0.21. At $C=4$ sccm/Torr the local exponent in equation (3) is 0.55: a one per cent wider valve gives about 0.55 per cent more flow.

## What a flow meter sees after the valve opens

Before opening, let the whole layer be at $T_b$. There is then no temperature gradient to supply heat, and the first vapour takes its enthalpy from the liquid and frit near the surface. With $z$ measured upward from the base and $\rho c$ the heat capacity per volume, the temperature obeys

$$\rho c\,\frac{\partial T}{\partial t}=k\frac{\partial^2T}{\partial z^2},\qquad
T(0,t)=T_b,\qquad
-k\left.\frac{\partial T}{\partial z}\right|_{z=d}=\frac{LN}{A}. \tag{8}$$

For $\rho c=3$ MJ/(m³ K), the diffusion time $\rho c\,d^2/k$ is 300 s. At $C=4$ sccm/Torr, the calculated flow starts at 100 sccm and falls to 90.4 sccm after 1 s, 52.2 sccm after 100 s and 45.3 sccm in the steady state. A calibration made one second after opening would overstate the steady flow by a factor of two.

Repeated dosing has a useful average. Once the cycle repeats, the layer's stored heat is the same at the beginning and end of each period. Averaging equation (8) over a period removes the time derivative and leaves a linear mean profile, so

$$T_b-\langle T_s\rangle=\frac{L\langle N\rangle}{G}. \tag{9}$$

Here $\langle N\rangle$ is the net evaporation averaged over open and closed times. If it is one tenth of the steady flow above, the mean drop is about 1.3 K. The surface still cools further during each dose, so equation (9) does not replace the transient calculation within a pulse. For short, well-spaced doses the correction is small: with the valve open for 0.1 s every 10 s, equation (8) gives about 96 sccm during the dose and a mean drop of 0.27 K, so the base temperature then sets the pressure to within a few per cent.

## What to do about it

**Improve the heat path.** At fixed valve and base temperature, increasing $G$ tenfold raises the example's flow from 45.3 to 86.4 sccm. A thinner wet layer, a larger area or a more conductive frit acts in this direction, provided that contact with the heated base does not become the main thermal resistance.

**Raise the base temperature with the lost gain in mind.** Raising the base by 10 K multiplies its vapour pressure by 1.79, but the flow by only 1.39. The surface warms by about 5 K, because the larger flow needs a larger temperature drop. Walls in contact with the vapour must also be kept above the new base temperature: when the valve closes, the surface warms towards $T_b$, and vapour at the corresponding pressure would condense on colder walls.

**Check the freezing limit before enlarging the valve.** If the surface must stay above a freezing temperature $T_f$, equation (1) gives

$$N<\frac{G(T_b-T_f)}L. \tag{10}$$

With the round parameters the limiting flow is 96.3 sccm, reached at 22.7 sccm/Torr. Real water has 4.58 Torr at its freezing point instead of the 4.24 Torr of this curve, so nearly the same flow is reached already at about 21 sccm/Torr. Beyond it the liquid model no longer applies: even if the water supercools for a time, ice may form, changing the enthalpy, the heat path and the liquid feed.

## How far the model represents a real source

The vapour pressure and enthalpy are rounded values: at 300 K water has 26.5 Torr and 43.9 kJ/mol, and its real saturation curve and enthalpy raise the flow at $C=4$ sccm/Torr from 45.3 to 47.4 sccm, or 4.6 per cent. The frit dimensions and conductivity are rough design choices, not measurements of a particular source. The model needs the frit. An open pool 10 mm deep, cooled from above by the same amount, has an estimated Rayleigh number of $1.7\times10^5$, far above the onset of convection at roughly $10^3$, so conduction alone would underestimate its heat supply. With an assumed permeability of $10^{-12}$ m², the corresponding number in the frit is about $10^{-3}$, against an onset of some tens.

The warm liquid below the surface could also boil at the reduced source pressure. Take liquid at the base temperature whose pressure lies below the source pressure by 10 mm of water head. Its vapour pressure then exceeds the liquid pressure by $\Delta p\approx1.9$ kPa. With surface tension $\sigma=0.07$ N/m, a bubble needs a radius of about $2\sigma/\Delta p\approx73$ µm to grow, whereas the assumed pore radius is 5 µm. This protection requires a liquid feed close to the source pressure and saturated pores without larger gas pockets. Such a feed is itself superheated by 12.6 K at the base and cannot be an open surface there. A sealed reservoir at $T_b$ would instead push with 25 Torr, which by Darcy's law drives about 340 times the evaporated flow, and a wetting frit would flood. The feed must therefore be metered or throttled.

Six other neglected effects were sized at $C=4$ sccm/Torr. Radiation from black surroundings at 300 K is the largest and raises the flow by 2.5 per cent. Using the surface temperature for the gas entering the valve raises it by 1.2 per cent. The liquid's sensible heat, conduction through a 20 mm vapour gap, the variation of $L$ with temperature and an evaporation coefficient of 0.1 each change it by less than 1 per cent. Together the six raise it by 3.6 per cent, to 46.9 sccm.

The heat conductance is likely to matter more. By equation (4), a small relative error in $G$ produces about 0.45 times that relative error in $N$. Heated side walls break the assumption of a single conduction path and raise the effective conductance. A measurement of steady flow and surface temperature gives the effective value directly, $G=LN/(T_b-T_s)$, and so calibrates the model for a particular source near that operating point. The remaining valve settings and times are in the numerical output below.

## Calculated quantities

```
Base temperature: 300 K; pressure there: 25 Torr
Enthalpy of vaporization: 45 kJ/mol
Frit area: 12 cm2; thickness: 10 mm
Wet conductivity: 1.0 W/(m K); G: 0.120 W/K
1 sccm: 7.4358e-07 mol/s
Main valve conductance: 4.0 sccm/Torr
Isothermal flow N0: 100.0 sccm = 7.436e-05 mol/s
Heat needed at N0: 3.35 W
Lam: 1.677; W(Lam): 0.774; beta: 0.0601 1/K
Flow scale G R Tb^2/L^2: 59.6 sccm
Closed-form flow: 46.1 sccm
Closed-form temperature drop: 12.86 K
Full-balance flow: 45.3 sccm = 3.366e-05 mol/s
Full-balance Ts: 287.38 K; drop: 12.62 K
Surface pressure: 11.32 Torr; N/N0: 0.453
Conducted heat: 1.515 W; removed: 1.515 W
ln(full/closed): -0.0189; estimate: -0.0187
d ln N/d ln C: numeric 0.5473, formula 0.5473
Half delivery: C = 3.18 sccm/Torr, Lam = 1.335; closed form 1.386
C sccm/Torr | N0 sccm | N sccm | Ts K | p Torr | N/N0
  0.5 |   12.5 |   10.5 | 297.08 | 20.94 | 0.838
  1.0 |   25.0 |   18.3 | 294.90 | 18.30 | 0.732
  2.0 |   50.0 |   29.9 | 291.67 | 14.93 | 0.597
  4.0 |  100.0 |   45.3 | 287.38 | 11.32 | 0.453
  8.0 |  200.0 |   64.0 | 282.17 |  7.99 | 0.320
 16.0 |  400.0 |   85.0 | 276.29 |  5.31 | 0.213
Wet heat capacity: 3.0 MJ/(m3 K)
Flow at 0 s after opening: 100.0 sccm
Flow at 1 s after opening: 90.4 sccm
Flow at 10 s after opening: 75.6 sccm
Flow at 30 s after opening: 64.9 sccm
Flow at 100 s after opening: 52.2 sccm
Flow at 300 s after opening: 45.8 sccm
Flow at 1000 s after opening: 45.3 sccm
Flow at 5000 s after opening: 45.3 sccm
Flow with 10 G: 86.4 sccm; N/N0: 0.864
Base +10 K: pressure gain 1.790, flow gain 1.388, Ts 292.47 K
Flow change from liquid feed: +0.48 %
Flow change from radiation: +2.54 %
Flow change from vapour conduction: +0.41 %
Flow change from kinetics: -0.17 %
Flow change from valve gas: +1.19 %
Flow change from latent heat: -0.79 %
All six: 46.9 sccm (+3.64 %), Ts 287.72 K
Freezing point reached: C = 22.7 sccm/Torr, N = 96.3 sccm, p = 4.24 Torr
Rayleigh number: open pool 1.7e+05, frit 1.0e-03
Critical bubble radius: 73 um; pore radius: 5 um
```
